# A failing check and its repair

Subject: Valence-band offset of germanium strained coherently to Si(001).

```python
"""Valence-band offset of Ge strained coherently to unstrained Si(001).
Result under test:
  D = [Eav_Ge + a_v*(2*e_par+e_perp) + so_Ge/3 - shear/2] - [Eav_Si + so_Si/3]
  shear = 2*b*(e_perp-e_par),  e_perp = -2*C12/C11*e_par
Eav: mean valence level on the model-solid scale (eV); so: spin-orbit splitting
(eV); a_v, b: hydrostatic and uniaxial deformation potentials (eV);
e_par, e_perp: strains in the interface plane and along its normal.
Lengths in nm, elastic constants in GPa; the model-atom test is in Hartree units.
Material inputs are rough typical values."""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

EV = const.e
HARTREE_EV = const.value("Hartree energy in eV")
KIN = const.hbar**2 / (2 * const.m_e) / EV * 1e18       # eV nm^2
a_si, a_ge = 0.5431, 0.5658
eav_si, eav_ge = -7.03, -6.35
so_si, so_ge = 0.04, 0.30
av_ge, b_ge = 1.24, -2.55
c11, c12, c44 = 129.0, 48.0, 67.0
mass_ge, mass_si = 0.20, 0.28                          # heavy hole along [001]


def edges(so, shear):
    """Heavy-hole, light-hole and split-off levels relative to the mean."""
    root = 0.5 * np.sqrt(so**2 + so * shear + 2.25 * shear**2)
    mid = -so / 6 + shear / 4
    return so / 3 - shear / 2, mid + root, mid - root


def offset(par, perp, av=av_ge, b=b_ge, so=so_ge):
    top = max(edges(so, 2 * b * (perp - par)))
    return eav_ge + av * (2 * par + perp) + top - eav_si - so_si / 3


# ---- Model solid: potential step of junctions of neutral spherical atoms ----
r = np.linspace(0, 16, 4001)


def tail(f):
    """Integral of f from each grid point to the end of the grid."""
    pieces = 0.5 * (f[1:] + f[:-1]) * np.diff(r)
    return np.append(np.cumsum(pieces[::-1])[::-1], 0.0)


def model_atom(decay, z_val=4.0):
    dens = z_val * decay**3 / (8 * np.pi) * np.exp(-decay * r)
    planar = 2 * np.pi * tail(dens * r)
    sheet_potential = -4 * np.pi * tail(tail(planar))
    mean_square = tail(4 * np.pi * r**4 * dens)[0]
    return sheet_potential, mean_square


cube = 10.4
atom_a, atom_b = model_atom(2.4), model_atom(2.1)
orientations = {
    "001": (cube / 4, [0.0], 2 / cube**2),
    "111": (cube / np.sqrt(3), [0.0, cube * np.sqrt(3) / 12],
            4 / (np.sqrt(3) * cube**2))}
steps = {}
for name, (period, shifts, areal) in orientations.items():
    means = []
    for start in (-10, 9):
        z = (start + np.arange(2000) / 2000) * period
        pot = np.zeros_like(z)
        for k in range(-20, 20):
            table = atom_a[0] if k < 0 else atom_b[0]
            for s in shifts:
                pot += areal * np.interp(abs(z - k * period - s), r, table,
                                         right=0.0)
        means.append(pot.mean())
    steps[name] = means[1] - means[0]
step_formula = -(2 * np.pi / 3) * (atom_b[1] - atom_a[1]) * 8 / cube**3
for value in steps.values():
    assert abs(value - step_formula) < 1e-5

# ---- Strain: numerical minimum of the elastic energy density ----
stiff = np.full((3, 3), c12) + (c11 - c12) * np.eye(3)


def elastic(par, perp):
    e = np.array([par, par, perp])
    return 0.5 * e @ stiff @ e


e_par = a_si / a_ge - 1
e_perp = -2 * c12 / c11 * e_par
found = minimize_scalar(lambda p: elastic(e_par, p), bracket=(-0.1, 0.1))
assert abs(found.x - e_perp) < 1e-6

# ---- Six-state Hamiltonian from angular-momentum matrices ----
levi = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, k], levi[i, k, j] = 1, -1
orb = [np.kron(-1j * levi[k], np.eye(2)) for k in range(3)]
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
sig = [np.kron(np.eye(3), p) for p in pauli]
jtot = [orb[k] + sig[k] / 2 for k in range(3)]


def hamiltonian(par, perp, av, b, so):
    h = av * (2 * par + perp) * np.eye(6, dtype=complex)
    for k, e in enumerate((par, par, perp)):
        h += -3 * b * e * (orb[k] @ orb[k] - 2 / 3 * np.eye(6))
        h += so / 3 * orb[k] @ sig[k]
    return h


for par in np.linspace(-0.05, 0.05, 11):
    perp = -2 * c12 / c11 * par
    for so in (0.0, 0.04, 0.30, 0.8):
        numeric = np.linalg.eigvalsh(hamiltonian(par, perp, av_ge, b_ge, so))
        hh_t, lh_t, sp_t = edges(so, 2 * b_ge * (perp - par))
        closed = np.sort(np.repeat([hh_t, lh_t, sp_t], 2))
        assert np.allclose(numeric, closed + av_ge * (2 * par + perp),
                           atol=1e-10)
        if abs(par) > 1e-6:
            assert (hh_t > lh_t) == (par < 0)

shear = 2 * b_ge * (e_perp - e_par)
hydro = av_ge * (2 * e_par + e_perp)
hh, lh, split = edges(so_ge, shear)
levels, vecs = np.linalg.eigh(hamiltonian(e_par, found.x, av_ge, b_ge, so_ge))
si_top = np.linalg.eigvalsh(hamiltonian(0, 0, 0, 0, so_si))[-1]
result = offset(e_par, e_perp)
assert abs(eav_ge + levels[-1] - eav_si - si_top - result) < 1e-6


def expect(op, cols):
    v = vecs[:, cols]
    return np.trace(v.conj().T @ op @ v).real / v.shape[1]


jz2_top = expect(jtot[2] @ jtot[2], [4, 5])
assert abs(jz2_top - 9 / 4) < 1e-9
j_squared = sum(m @ m for m in jtot)
lh_weight = (expect(j_squared, [2, 3]) - 0.75) / 3
assert 0.5 < lh_weight < 0.999

# ---- Interface dipole: net transfer of 0.01 electron per interface atom ----
layer = a_ge * (1 + e_perp) / 4
area = a_si**2 / 2
charge = 0.01
coupling = const.e / const.epsilon_0 * 1e9             # eV nm
dipole_step = coupling * charge * layer / area
zg = np.linspace(-1, 1, 20001)
dz = zg[1] - zg[0]
width = 0.03
blob = [np.exp(-(zg - s * layer / 2)**2 / (2 * width**2))
        / (width * np.sqrt(2 * np.pi)) for s in (-1, 1)]
field = np.cumsum(blob[1] - blob[0]) * dz * coupling * charge / area
assert abs(abs(field.sum() * dz) - dipole_step) < 1e-4 * dipole_step

# ---- Critical thickness: film strain energy against dislocation lines ----
burgers, cos_slip = a_si / np.sqrt(2), 0.5             # 60-degree dislocations
poisson = c12 / (c11 + c12)
biaxial = elastic(e_par, e_perp) / e_par**2            # energy = biaxial*e^2*h


def line_energy(h, shear_mod):
    return (shear_mod * burgers**2 * (1 - poisson / 4)
            / (4 * np.pi * (1 - poisson)) * (np.log(h / burgers) + 1))


def critical(shear_mod):
    return brentq(lambda h: biaxial * abs(e_par) * burgers * cos_slip * h
                  - line_energy(h, shear_mod), burgers, 50)


soft, hard = (c11 - c12) / 2, c44
h_soft, h_hard = critical(soft), critical(hard)
relaxed = np.linspace(0, 1, 4001) * abs(e_par)
for mod, hc in ((soft, h_soft), (hard, h_hard)):
    for factor, dislocated in ((0.95, False), (1.05, True)):
        h = factor * hc
        density = relaxed / (burgers * cos_slip)       # lines per nm, each array
        energy = (biaxial * (abs(e_par) - relaxed)**2 * h
                  + 2 * density * line_energy(h, mod))
        assert (np.argmin(energy) > 0) == dislocated


# ---- Heavy-hole confinement in a buried Ge layer (finite well) ----
def confinement(thick):
    def match(e):
        k = np.sqrt(mass_ge * e / KIN)
        kappa = np.sqrt(mass_si * (result - e) / KIN)
        return (k / mass_ge * np.sin(k * thick / 2)
                - kappa / mass_si * np.cos(k * thick / 2))
    limit = KIN / mass_ge * (np.pi / thick)**2
    return brentq(match, 1e-9, min(result, limit) * (1 - 1e-12))


def confinement_grid(thick):
    n_well = 200
    step = thick / n_well
    n_out = int(7 / step)
    bond_mass = np.r_[np.full(n_out, mass_si), np.full(n_well, mass_ge),
                      np.full(n_out, mass_si)]
    bond_pot = np.where(bond_mass == mass_si, result, 0.0)
    hop = KIN / bond_mass / step**2
    diag = hop[1:] + hop[:-1] + 0.5 * (bond_pot[1:] + bond_pot[:-1])
    return eigh_tridiagonal(diag, -hop[1:-1], eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


wells = {}
for count in (4, 8):
    wells[count] = confinement(count * layer)
    assert abs(wells[count] - confinement_grid(count * layer)) < 1e-3

# ---- Remaining corrections ----
log_shift = offset(np.log(1 + e_par), np.log(1 + e_perp)) - result
exp_si, exp_ge, warm = 2.6e-6, 5.9e-6, 100.0
par_hot = a_si * (1 + exp_si * warm) / (a_ge * (1 + exp_ge * warm)) - 1
hot_shift = offset(par_hot, -2 * c12 / c11 * par_hot) - result
kt = const.k * 300 / EV


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("lattice constant Si", a_si, "nm")
show("lattice constant Ge", a_ge, "nm")
show("mean valence level Si", eav_si, "eV", 2)
show("mean valence level Ge", eav_ge, "eV", 2)
show("spin-orbit splitting Si", so_si, "eV", 2)
show("spin-orbit splitting Ge", so_ge, "eV", 2)
show("a_v Ge", av_ge, "eV", 2)
show("b Ge", b_ge, "eV", 2)
print(f"C11, C12, C44 Ge: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
show("model-atom step, (001) junction", steps["001"], "hartree", 5)
show("model-atom step, (111) junction", steps["111"], "hartree", 5)
show("model-atom step, formula", step_formula, "hartree", 5)
show("in-plane strain", 100 * e_par, "%", 3)
show("normal strain", 100 * e_perp, "%", 3)
show("volume strain (trace)", 100 * (2 * e_par + e_perp), "%", 3)
show("difference of mean levels, unstrained", eav_ge - eav_si, "eV")
show("hydrostatic shift of Ge mean level", hydro, "eV")
show("uniaxial parameter shear", shear, "eV")
show("Ge heavy hole above Ge mean", hh, "eV")
show("Ge light hole above Ge mean", lh, "eV")
show("Ge split-off above Ge mean", split, "eV")
show("light hole if shifts simply added", so_ge / 3 + shear / 2, "eV")
show("Jz^2 of top state", jz2_top, "", 3)
show("j=3/2 weight of light-hole state", lh_weight, "", 3)
show("Ge valence top, model scale", eav_ge + hydro + hh, "eV")
show("Si valence top, model scale", eav_si + so_si / 3, "eV")
show("VALENCE-BAND OFFSET", result, "eV")
show("VALENCE-BAND OFFSET", result / HARTREE_EV, "hartree", 5)
show("offset with Ge unstrained", offset(0, 0), "eV")
show("offset without hydrostatic term", offset(e_par, e_perp, av=0), "eV")
show("offset without uniaxial term", offset(e_par, e_perp, b=0), "eV")
show("offset without Ge spin-orbit", offset(e_par, e_perp, so=0), "eV")
show("offset change, a_v + 1 eV",
     offset(e_par, e_perp, av=av_ge + 1) - result, "eV")
show("offset change, |b| + 10%",
     offset(e_par, e_perp, b=1.1 * b_ge) - result, "eV")
show("offset change, logarithmic strain", 1000 * log_shift, "meV", 2)
print(f"thermal expansion Si, Ge: {exp_si:.1e}, {exp_ge:.1e} 1/K")
show(f"offset change, {warm:.0f} K warmer", 1000 * hot_shift, "meV", 2)
show("heavy-light hole splitting", hh - lh, "eV")
show("kT at 300 K", kt, "eV")
show("Boltzmann factor of light-hole edge", np.exp(-(hh - lh) / kt), "", 5)
show("dipole step for 0.01 e per interface atom", dipole_step, "eV", 3)
show("Ge layer spacing", layer, "nm")
show("biaxial energy modulus", biaxial, "GPa", 1)
show(f"critical thickness, shear modulus {soft:.1f} GPa", h_soft, "nm", 2)
show(f"critical thickness, shear modulus {hard:.1f} GPa", h_hard, "nm", 2)
print(f"heavy-hole masses Ge, Si: {mass_ge:.2f}, {mass_si:.2f} m_e")
for count, energy in wells.items():
    show(f"{count} layers: thickness", count * layer, "nm", 3)
    show(f"{count} layers: confinement energy", energy, "eV", 3)
    show(f"{count} layers: hole level above Si top", result - energy, "eV", 3)
print("tests ok")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 121, in <module>
    assert (hh_t > lh_t) == (par < 0)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The test of the level order demanded that the heavy hole lie strictly above the light hole for every compressive strain, including the cases with zero spin-orbit splitting. There the two levels are exactly degenerate, since p_x and p_y stay equivalent under this strain, so rounding decided the comparison. The strict order is now stated and tested for nonzero spin-orbit splitting only, and the zero-splitting cases are kept with their own test: degeneracy under compression, light hole on top under tension. The formula for the offset and all existing tolerances are unchanged; the new degeneracy test uses 1e-12 eV.

Diff:

```diff
@@ -118,5 +118,9 @@
         assert np.allclose(numeric, closed + av_ge * (2 * par + perp),
                            atol=1e-10)
-        if abs(par) > 1e-6:
+        if abs(par) < 1e-6:
+            continue
+        if so == 0 and par < 0:        # p_x and p_y remain equivalent
+            assert abs(hh_t - lh_t) < 1e-12
+        else:
             assert (hh_t > lh_t) == (par < 0)
 
```

After the repair:

```
lattice constant Si: 0.5431 nm
lattice constant Ge: 0.5658 nm
mean valence level Si: -7.03 eV
mean valence level Ge: -6.35 eV
spin-orbit splitting Si: 0.04 eV
spin-orbit splitting Ge: 0.30 eV
a_v Ge: 1.24 eV
b Ge: -2.55 eV
C11, C12, C44 Ge: 129, 48, 67 GPa
model-atom step, (001) junction: -0.03800 hartree
model-atom step, (111) junction: -0.03800 hartree
model-atom step, formula: -0.03800 hartree
in-plane strain: -4.012 %
normal strain: 2.986 %
volume strain (trace): -5.038 %
difference of mean levels, unstrained: 0.6800 eV
hydrostatic shift of Ge mean level: -0.0625 eV
uniaxial parameter shear: -0.3569 eV
Ge heavy hole above Ge mean: 0.2784 eV
Ge light hole above Ge mean: 0.1203 eV
Ge split-off above Ge mean: -0.3988 eV
light hole if shifts simply added: -0.0784 eV
Jz^2 of top state: 2.250
j=3/2 weight of light-hole state: 0.617
Ge valence top, model scale: -6.1340 eV
Si valence top, model scale: -7.0167 eV
VALENCE-BAND OFFSET: 0.8826 eV
VALENCE-BAND OFFSET: 0.03244 hartree
offset with Ge unstrained: 0.7667 eV
offset without hydrostatic term: 0.9451 eV
offset without uniaxial term: 0.7042 eV
offset without Ge spin-orbit: 0.7826 eV
offset change, a_v + 1 eV: -0.0504 eV
offset change, |b| + 10%: 0.0178 eV
offset change, logarithmic strain: -1.60 meV
thermal expansion Si, Ge: 2.6e-06, 5.9e-06 1/K
offset change, 100 K warmer: 0.92 meV
heavy-light hole splitting: 0.1581 eV
kT at 300 K: 0.0259 eV
Boltzmann factor of light-hole edge: 0.00221
dipole step for 0.01 e per interface atom: 0.179 eV
Ge layer spacing: 0.1457 nm
biaxial energy modulus: 141.3 GPa
critical thickness, shear modulus 40.5 GPa: 1.19 nm
critical thickness, shear modulus 67.0 GPa: 2.74 nm
heavy-hole masses Ge, Si: 0.20, 0.28 m_e
4 layers: thickness: 0.583 nm
4 layers: confinement energy: 0.605 eV
4 layers: hole level above Si top: 0.277 eV
8 layers: thickness: 1.165 nm
8 layers: confinement energy: 0.357 eV
8 layers: hole level above Si top: 0.525 eV
tests ok
```
